# Two-phonon infrared absorption in silicon and diamond without Born charges: test program

```python
# RESULT UNDER TEST: a diamond-structure crystal has zero Born charges, yet its
# second-order dipole M_a = (1/2) sum u G^a u absorbs light by phonon pairs.
# Inversion about a bond centre forbids pairs (q,j)+(-q,j) of one
# nondegenerate branch, while pairs of different branches are allowed.
# Symbols: u displacement, q wave vector, j branch (1..6, rising frequency),
# A and B the two atoms of a cell, S_i summed bond stretch at atom i,
# V_i sum of bond vectors leaving atom i, lam charge transfer per stretch.
# Model dipole: charge lam*(S_A - S_B) moves from A to B along every bond.
# Lengths in angstrom, force constants in N/m, unless converted to SI.
import numpy as np
from scipy.constants import hbar, k as kB, c, e as qe, epsilon_0, atomic_mass

alpha, beta = 50.0, 15.0          # Keating constants, N/m
mass_u, d = 30.0, 2.4             # atomic mass (u), bond length (angstrom)
lam, n_refr = 0.3, 3.5            # e/angstrom, refractive index
mass = mass_u * atomic_mass
lattice = 4 * d / np.sqrt(3)
cell_volume = lattice**3 / 4 * 1e-30
to_cm = 1 / (2 * np.pi * c * 100)
dirs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
shifts = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])

# ---------- real-space crystal: 27 cells, nonlinear energy and dipole ----------
L = 3
cells = np.array(list(np.ndindex(L, L, L)))


def cell_index(v):
    v = np.asarray(v) % L
    return (v[..., 0] * L + v[..., 1]) * L + v[..., 2]


nbr_A = cell_index(cells[:, None] - shifts)
nbr_B = cell_index(cells[:, None] + shifts)
pair_s, pair_t = np.triu_indices(4, 1)


def crystal(u):
    """Energy, and dipole parts from S_A and S_B (unit lam), for displacements u."""
    u = u.reshape(-1, 2, 3)
    r_A = d * dirs + u[nbr_A, 1] - u[:, None, 0]
    r_B = -d * dirs + u[nbr_B, 0] - u[:, None, 1]
    S_A = (np.sqrt((r_A**2).sum(-1)) - d).sum(1)
    S_B = (np.sqrt((r_B**2).sum(-1)) - d).sum(1)
    energy = 3 * alpha / (8 * d**2) * (((r_A**2).sum(-1) - d**2)**2).sum()
    for r in (r_A, r_B):
        dots = (r[:, pair_s] * r[:, pair_t]).sum(-1)
        energy += 3 * beta / (8 * d**2) * ((dots + d**2 / 3)**2).sum()
    dip_A = (S_A[:, None, None] * r_A).sum((0, 1))
    dip_B = -(S_B[nbr_A][:, :, None] * r_A).sum((0, 1))
    return np.concatenate([[energy], dip_A, dip_B])


n_dof = 6 * len(cells)
unit = np.eye(n_dof)
h = 1e-3
hess = np.zeros((7, 6, n_dof))
for i in range(6):
    for j in range(n_dof):
        p, m = h * (unit[i] + unit[j]), h * (unit[i] - unit[j])
        hess[:, i, j] = (crystal(p) + crystal(-p) - crystal(m) - crystal(-m)) / (4 * h * h)


def born(u, i, step=1e-4):
    """Derivative of the two dipole parts with respect to coordinate i."""
    g = (crystal(u + step * unit[i]) - crystal(u - step * unit[i])) / (2 * step)
    return g[1:4], g[4:7]


# ---------- derived reciprocal-space matrices ----------
def outer(a, b):
    return a.conj()[..., :, None] * b[..., None, :]


def matrices(frac):
    """Force matrix and the A, B parts of G; frac[s] = q.a_s/(2 pi)."""
    frac = np.atleast_2d(frac)
    phase = np.exp(-2j * np.pi * frac @ shifts.T)
    eye = np.eye(3)
    change = np.zeros((2, len(frac), 4, 3, 6), complex)
    change[0, ..., :3] = -eye
    change[0, ..., 3:] = phase[:, :, None, None] * eye
    change[1, ..., 3:] = -eye
    change[1, ..., :3] = phase.conj()[:, :, None, None] * eye
    force, parts = np.zeros((len(frac), 6, 6), complex), []
    for site in (0, 1):
        proj = np.einsum('sc,qtcj->qstj', (1 - 2 * site) * dirs, change[site])
        for s in range(4):
            if site == 0:
                force += 3 * alpha * outer(proj[:, s, s], proj[:, s, s])
            for t in range(s + 1, 4):
                row = proj[:, s, t] + proj[:, t, s]
                force += 0.75 * beta * outer(row, row)
        S = sum(proj[:, s, s] for s in range(4))[:, None, :]
        V = change[site].sum(1)
        parts.append(outer(S, V) + outer(V, S))
    return force, parts[0], parts[1]


def fourier(frac):
    """Same matrices from the finite-difference Hessians."""
    signed = (cells + 1) % L - 1
    ph = np.exp(2j * np.pi * signed @ np.asarray(frac))
    full = np.einsum('xilj,l->xij', hess.reshape(7, 6, len(cells), 6), ph)
    return full[0], full[1:4], full[4:7]


q_list = np.array([[.11, .23, .37], [.31, -.17, .08], [.42, .19, -.27]])
swap = np.kron([[0, 1], [1, 0]], np.eye(3))
for q in q_list:
    numeric, derived = fourier(q), matrices(q)
    for a, b in zip(numeric, derived):
        assert np.abs(a - b[0]).max() < 1e-5 * np.abs(b).max()
    # phase-fixed modes from purely numerical matrices
    val, vec = np.linalg.eigh(numeric[0])
    assert np.diff(val).min() > 1e-3
    overlap = np.einsum('ij,ij->j', vec.conj(), swap @ vec.conj())
    assert np.allclose(np.abs(overlap), 1, atol=1e-5)
    vec = vec * np.exp(0.5j * np.angle(overlap))
    elem = vec.conj().T @ (numeric[1] + numeric[2]) @ vec
    size = np.abs(elem).max()
    assert size > 0.1
    assert np.abs(elem.real).max() < 1e-4 * size
    assert np.abs(elem + elem.transpose(0, 2, 1)).max() < 1e-4 * size
    single = vec.conj().T @ numeric[1] @ vec
    assert np.abs(np.einsum('ajj->aj', single)).max() > 1e-2

# ---------- inversion of the full nonlinear dipole, and Born charges ----------
rng = np.random.default_rng(4)
u_rand = 0.05 * rng.standard_normal((len(cells), 2, 3))
u_inv = -u_rand[cell_index(-cells)][:, ::-1]
x, y = crystal(u_rand), crystal(u_inv)
assert np.allclose(x[1:4] + x[4:7], -(y[1:4] + y[4:7]), atol=1e-11)
assert np.abs(x[1:4] + y[1:4]).max() > 1e-4       # one sublattice alone fails
zero = np.zeros(n_dof)
charges = np.array([born(zero, i) for i in range(6)])
assert np.abs(charges).max() < 1e-6
born_zero = lam * np.abs(charges.sum(1)).max()


def induced(shift):
    """Charge of atom A when its first neighbour moves outward by shift."""
    u = zero.copy()
    u[3:6] = shift * dirs[0]
    Z = lam * np.array([sum(born(u, i)) for i in range(3)]).T
    side = np.array([1, -1, 0]) / np.sqrt(2)
    return dirs[0] @ Z @ dirs[0], side @ Z @ side


par, perp = induced(1e-3)
assert abs(perp / (-4 * lam * 1e-3) - 1) < 0.01 and abs(par) < 0.01 * abs(perp)


# ---------- two-phonon spectrum ----------
def modes(frac, lam_A=lam, lam_B=lam):
    force, g_A, g_B = matrices(frac)
    val, vec = np.linalg.eigh(force)
    w = np.sqrt(np.clip(val, 0, None) / mass)
    left, right = vec.conj().transpose(0, 2, 1)[:, None], vec[:, None]
    return w, lam_A * (left @ g_A @ right), lam_B * (left @ g_B @ right)


def transitions(frac, T, lam_B=lam):
    """Frequencies and thermal strengths of sum and difference processes."""
    w, m_A, m_B = modes(frac, lam, lam_B)
    strength = (np.abs(m_A + m_B)**2).mean(1) * (qe / 1e-10)**2
    top = w.max()
    good = w > 1e-5 * top                          # removes rigid translation
    w = np.where(good, w, top)
    strength = strength * good[:, :, None] * good[:, None, :]
    amp2 = (hbar / (2 * mass))**2 * strength / (w[:, :, None] * w[:, None, :])
    n = 1 / np.expm1(hbar * w / (kB * T))
    w_sum = w[:, :, None] + w[:, None, :]
    gap = w[:, None, :] - w[:, :, None]
    plus = 0.5 * amp2 * (1 + n[:, :, None] + n[:, None, :])
    use = gap > 1e-9 * top
    minus = np.where(use, amp2 * (n[:, :, None] - n[:, None, :]), 0)
    return w_sum, plus, np.where(use, gap, top), minus


# Fluctuation-dissipation: spectrum integral against real-space Gaussian variance
delta = cell_index(cells[None] - cells[:, None])
blocks = hess.reshape(7, 6, len(cells), 6)[:, :, delta, :]
full = blocks.transpose(0, 2, 1, 3, 4).reshape(7, n_dof, n_dof)
val, vec = np.linalg.eigh((full[0] + full[0].T) / 2)
w_real, vec = np.sqrt(val[3:] / mass), vec[:, 3:]
fd_error = 0.0
for T in (10.0, 300.0, 900.0):
    spread = hbar / (2 * mass * w_real) / np.tanh(hbar * w_real / (2 * kB * T))
    cov = (vec * spread) @ vec.T
    direct = 0.0
    for a in range(3):
        gc = lam * qe / 1e-10 * (full[1 + a] + full[4 + a]) @ cov
        direct += 0.5 * np.trace(gc @ gc) / 3
    ws, plus, wd, minus = transitions(cells / L, T)
    spectral = (plus / np.tanh(hbar * ws / (2 * kB * T))).sum()
    spectral += (minus / np.tanh(hbar * wd / (2 * kB * T))).sum()
    fd_error = max(fd_error, abs(spectral / direct - 1))
assert fd_error < 1e-4

edges = np.arange(0, 1101, 100.0)


def mesh(n):
    return (np.array(list(np.ndindex(n, n, n))) + [0.13, 0.37, 0.71]) / n


def absorption(n, T):
    """Bin-averaged absorption coefficient (1/cm), and pair weights."""
    ws, plus, wd, minus = transitions(mesh(n), T)
    pref = np.pi / (epsilon_0 * cell_volume * hbar * n**3) / (n_refr * c)
    pref *= to_cm / 100.0 / 100.0                  # per 100 cm^-1 bin; 1/m to 1/cm
    hist = [np.histogram((w * to_cm).ravel(), edges, weights=(pref * w * s).ravel())[0]
            for w, s in ((ws, plus), (wd, minus))]
    return hist[0], hist[1], (ws * plus).sum(0)


sum300, dif300, pairs = absorption(20, 300.0)
sum10, dif10, _ = absorption(20, 10.0)
coarse = absorption(12, 300.0)
area = 100 * (sum300.sum() + dif300.sum())
area_coarse = 100 * (coarse[0].sum() + coarse[1].sum())
assert abs(area_coarse / area - 1) < 0.02
overtone = np.trace(pairs) / pairs.sum()
assert overtone < 1e-10
ws, plus, _, _ = transitions(mesh(12), 300.0, lam_B=0.8 * lam)
weight = (ws * plus).sum(0)
overtone_control = np.trace(weight) / weight.sum()
assert overtone_control > 1e-5

# ---------- degenerate branches ----------
points = {'Delta': [0, .25, .25], 'Lambda': [.25] * 3, 'X': [0, .5, .5],
          'L': [.5] * 3, 'W': [.25, .5, .75]}
block = {}
for name, q in points.items():
    w, m_A, m_B = modes(q)
    same = np.abs(w[0][:, None] - w[0][None]) < 1e-6 * w.max()
    sq = (np.abs(m_A + m_B)**2).sum(1)[0]
    block[name] = (np.sqrt(sq[same].sum()), np.sqrt(sq.sum()))
    if name != 'W':
        assert block[name][0] < 1e-6

w_gamma = modes([0, 0, 0])[0][0, -1]
w_formula = np.sqrt(8 * (alpha + beta) / mass)
assert abs(w_gamma / w_formula - 1) < 1e-10

# ---------- printed results ----------
print(f"Keating alpha, beta = {alpha:.0f}, {beta:.0f} N/m; mass = {mass_u:.0f} u")
print(f"bond length = {d} angstrom; lam = {lam} e/angstrom; index = {n_refr}")
print(f"zone-centre optical wavenumber = {w_gamma*to_cm:.1f} cm^-1")
print(f"largest Born charge, perfect crystal = {born_zero:.1e} e")
par, perp = induced(0.05)
print(f"neighbour moved 0.05 angstrom: charge along bond = {par:.4f} e")
print(f"neighbour moved 0.05 angstrom: charge across bond = {perp:.4f} e")
w, m_A, m_B = modes(q_list[0])
print("general q, q.a_s/(2 pi) =", q_list[0])
print("branch wavenumbers (cm^-1):", np.round(w[0] * to_cm, 1))
print("dipole matrix |m_jj'| (e/angstrom), rows j = 1..6:")
for row in np.sqrt((np.abs(m_A + m_B)**2).sum(1)[0]):
    print("  " + " ".join(f"{v:7.4f}" for v in row))
for label, m in (("A", m_A), ("B", m_B)):
    diag = np.diag(m[0, 0]).real
    print(f"m_jj, x part, from {label} (e/angstrom):",
          " ".join(f"{v:.4f}" for v in diag))
print("norms (e/angstrom): equal-frequency blocks / whole matrix")
for name, v in block.items():
    print(f"  {name:6s} {v[0]:.2e} / {v[1]:.4f}")
print("absorption (cm^-1): bin, sum 300 K, difference 300 K, total 10 K")
for i in range(len(edges) - 1):
    print(f"  {edges[i]:4.0f}-{edges[i+1]:4.0f} cm^-1: {sum300[i]:.4f} "
          f"{dif300[i]:.4f} {sum10[i] + dif10[i]:.4f}")
print(f"integrated absorption, 300 K = {area:.1f} cm^-2 (coarse mesh {area_coarse:.1f})")
shares = sorted(((2 * pairs[i, j] / pairs.sum(), i + 1, j + 1)
                 for i in range(6) for j in range(i + 1, 6)), reverse=True)
print("largest shares of sum absorption, 300 K (percent):")
for s, i, j in shares[:6]:
    print(f"  branches {i}+{j}: {100*s:.1f}")
print(f"overtone share, equal lam = {overtone:.1e} (fraction)")
print(f"overtone share, lam_B = 0.8 lam_A: {overtone_control:.2e} (fraction)")
print(f"fluctuation-dissipation mismatch = {fd_error:.1e} (relative)")
print("ALL CHECKS PASSED")
```

It prints:

```
Keating alpha, beta = 50, 15 N/m; mass = 30 u
bond length = 2.4 angstrom; lam = 0.3 e/angstrom; index = 3.5
zone-centre optical wavenumber = 542.4 cm^-1
largest Born charge, perfect crystal = 5.0e-09 e
neighbour moved 0.05 angstrom: charge along bond = 0.0004 e
neighbour moved 0.05 angstrom: charge across bond = -0.0596 e
general q, q.a_s/(2 pi) = [0.11 0.23 0.37]
branch wavenumbers (cm^-1): [163.5 196.7 264.9 498.3 516.  520.2]
dipole matrix |m_jj'| (e/angstrom), rows j = 1..6:
   0.0000  0.1561  0.6820  0.4648  0.0789  0.1594
   0.1561  0.0000  0.4989  1.3588  0.5271  0.5856
   0.6820  0.4989  0.0000  0.7517  0.3315  0.4010
   0.4648  1.3588  0.7517  0.0000  3.0132  3.3342
   0.0789  0.5271  0.3315  3.0132  0.0000  1.1356
   0.1594  0.5856  0.4010  3.3342  1.1356  0.0000
m_jj, x part, from A (e/angstrom): 0.0016 -0.0041 0.0376 0.0651 0.0139 -0.0218
m_jj, x part, from B (e/angstrom): -0.0016 0.0041 -0.0376 -0.0651 -0.0139 0.0218
norms (e/angstrom): equal-frequency blocks / whole matrix
  Delta  4.85e-14 / 6.7882
  Lambda 9.31e-15 / 6.3498
  X      7.26e-18 / 7.8384
  L      2.73e-14 / 8.3138
  W      4.13e-15 / 7.8384
absorption (cm^-1): bin, sum 300 K, difference 300 K, total 10 K
     0- 100 cm^-1: 0.0000 0.0779 0.0000
   100- 200 cm^-1: 0.0009 0.3841 0.0002
   200- 300 cm^-1: 0.0161 0.2752 0.0048
   300- 400 cm^-1: 0.1510 0.1564 0.0599
   400- 500 cm^-1: 0.8076 0.0307 0.3897
   500- 600 cm^-1: 2.9295 0.0002 1.6363
   600- 700 cm^-1: 7.4743 0.0000 4.5700
   700- 800 cm^-1: 5.9801 0.0000 4.0279
   800- 900 cm^-1: 4.9940 0.0000 3.8058
   900-1000 cm^-1: 12.9254 0.0000 10.4699
  1000-1100 cm^-1: 4.2965 0.0000 3.6210
integrated absorption, 300 K = 4050.0 cm^-2 (coarse mesh 4050.0)
largest shares of sum absorption, 300 K (percent):
  branches 4+5: 23.5
  branches 4+6: 21.1
  branches 2+4: 13.1
  branches 1+3: 11.6
  branches 3+4: 6.8
  branches 2+3: 6.5
overtone share, equal lam = 1.6e-29 (fraction)
overtone share, lam_B = 0.8 lam_A: 3.48e-03 (fraction)
fluctuation-dissipation mismatch = 1.5e-06 (relative)
ALL CHECKS PASSED
```
